# Electron correlation and the Al-H dissociation energy of AlH3

## Question

Alane loses a hydrogen atom in the gas phase:

$$\mathrm{AlH_3}\;\rightarrow\;\mathrm{AlH_2}+\mathrm{H},\qquad D=E(\mathrm{AlH_2})+E(\mathrm H)-E(\mathrm{AlH_3}).$$

$D$ is the electronic dissociation energy: each species is at its equilibrium geometry, and zero-point vibration is left out. AlH3 is a planar singlet; AlH2 is a bent doublet. The energies are computed with unrestricted Hartree-Fock theory (UHF) and second-order Møller-Plesset theory (MP2) in the def2-TZVP basis. The five core orbitals of Al are not correlated in MP2.

Both methods use the MP2 geometries: Al-H is 1.577 Å in AlH3 and 1.589 Å in AlH2, where the H-Al-H angle is 118.6°. Total energies are in hartree and energy differences in kJ/mol.

| Species | $E_{\rm UHF}$ / hartree | $E_2$ / hartree |
|---|---|---|
| AlH3 | −243.641318 | −0.084961 |
| AlH2 | −243.032884 | −0.061810 |
| H | −0.499810 | to be found in (b) |

Here $E_2$ is the second-order correlation energy, so that $E_{\rm MP2}=E_{\rm UHF}+E_2$.

## (a) The reference determinant

*Show why a closed-shell restricted determinant cannot describe AlH2 + H at large separation, and why an unrestricted one can.*

**Model answer.** Let $h$ be the 1s orbital of the departing H atom and $a$ the orbital of the unpaired electron of AlH2. At large separation they do not overlap. A restricted determinant puts both electrons of the former bond into one spatial orbital

$$\phi=c\,h+s\,a,\qquad c^2+s^2=1 .$$

The spatial part of the pair is then

$$\phi(1)\phi(2)=c^2\,h(1)h(2)+s^2\,a(1)a(2)+cs\,[h(1)a(2)+a(1)h(2)] .$$

The first two terms describe ions, $\mathrm{AlH_2^+ + H^-}$ and $\mathrm{AlH_2^- + H^+}$, with weights $c^4$ and $s^4$. The neutral products have weight $2c^2s^2=2c^2(1-c^2)$, which is largest at $c^2=\tfrac12$ and then equals $\tfrac12$. At least half of the wavefunction therefore remains ionic, however far apart the fragments are moved. Since the separated ions lie above the neutral fragments, the restricted energy has too high a limit.

An unrestricted determinant may occupy $a$ with spin up and $h$ with spin down. Its energy is the sum of the fragment energies plus two kinds of coupling. The electrostatic coupling of neutral fragments dies out with distance. Exchange between the fragments contains products such as $a(\mathbf r)h(\mathbf r)$, which vanish without overlap. Hence $E_{\rm UHF}\to E_{\rm UHF}(\mathrm{AlH_2})+E_{\rm UHF}(\mathrm H)$.

This determinant mixes singlet and triplet. At large separation the mixing costs no energy, because every term that splits the two states, one-electron coupling as well as exchange, requires $a$ and $h$ to overlap in space.

A calculation with H placed 20 Å from AlH2 tests the additivity: the UHF and MP2 energies both agree with the fragment sums to within $10^{-8}$ hartree. $D$ is thus the depth of the well measured from the correct limit of each method. At equilibrium the UHF solutions of AlH3 and AlH2 also pass a test of stability against changes of their orbitals. For AlH2, $\langle S^2\rangle=0.754\,\hbar^2$, close to the doublet value $0.75\,\hbar^2$.

## (b) The second-order energy

*Derive $E_2$ for a UHF reference, and find its value for the H atom.*

**Model answer.** Let $F$ be the sum of the one-electron Fock operators, with spin orbitals of energy $\varepsilon$. Write $i,j$ for occupied and $a,b$ for empty ones. Define

$$H(\lambda)=F+\lambda V,\qquad V=H-F,$$

and expand the ground state as $\Phi+\lambda\Psi_1+\dots$, with $\Psi_1$ orthogonal to the UHF determinant $\Phi$, and its energy as $E_0+\lambda E_1+\lambda^2E_2+\dots$. Terms of equal order in $\lambda$ give

$$F\Phi=E_0\Phi,\qquad (F-E_0)\Psi_1=-(V-E_1)\Phi,\qquad E_2=\langle\Phi|V|\Psi_1\rangle .$$

The last relation follows by projecting the second-order equation on $\Phi$. The terms with $F-E_0$ and $E_1$ drop out because $F\Phi=E_0\Phi$ and $\langle\Phi|\Psi_1\rangle=0$. Projecting the zeroth- and first-order equations on $\Phi$ gives $E_0+E_1=\langle\Phi|F+V|\Phi\rangle=\langle\Phi|H|\Phi\rangle=E_{\rm UHF}$, so the correction to UHF begins with $E_2$.

Expand $\Psi_1=\sum_K c_K\Phi_K$ in excited determinants, which are eigenfunctions of $F$ with eigenvalues $E_K$. Projecting the first-order equation on $\Phi_K$ gives

$$(E_K-E_0)\,c_K=-\langle\Phi_K|V|\Phi\rangle
\quad\Rightarrow\quad
E_2=\sum_K\frac{|\langle\Phi_K|V|\Phi\rangle|^2}{E_0-E_K}.$$

Which determinants contribute?

- Single excitations do not. For $i\to a$ the matrix element of $H$ is $\langle a|h|i\rangle+\sum_j\langle aj||ij\rangle$, where $h$ is the one-electron Hamiltonian. This is the Fock matrix element between $a$ and $i$, which vanishes because both are eigenfunctions of the same Fock operator. The element of $F$ vanishes for the same reason. This is Brillouin's theorem.
- Triple and higher excitations do not, because $H$ changes at most two orbitals.
- Double excitations $ij\to ab$ do. The one-electron operator $F$ cannot connect them to $\Phi$, so the element of $V$ is that of $H$, namely $\langle ab||ij\rangle=\langle ab|ij\rangle-\langle ab|ji\rangle$.

With $E_0-E_K=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$,

$$E_2=\sum_{i<j}\sum_{a<b}\frac{|\langle ij||ab\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

If the occupied levels lie below the empty ones, every denominator is negative and $E_2\le 0$.

The definition also reads $E_2=\tfrac12\,d^2E/d\lambda^2$ at $\lambda=0$. For H2 in this basis the two-electron matrix of $H(\lambda)$ can be diagonalized at small $\pm\lambda$. The numerical second derivative and the formula both give −0.027745 hartree.

The H atom has one electron, so there is no pair $i<j$ and $E_2(\mathrm H)=0$. The UHF energy has no spurious self-repulsion either: the Coulomb and exchange terms of an orbital with itself are equal and cancel. What remains is the lowest eigenvalue of the one-electron Hamiltonian. The difference between −0.499810 and −0.5 hartree, the value for a fixed nucleus, is due to the finite basis.

## (c) The two dissociation energies

*Compute $D$ with both methods. Does $E_2\le0$ by itself fix the sign of the difference?*

**Model answer.** For UHF,

$$D_{\rm UHF}=-243.032884-0.499810+243.641318=0.108624\ \text{hartree},$$

which is 285.2 kJ/mol, or 2.96 eV. Since $E_2(\mathrm H)=0$, the correlation contribution is

$$\Delta=D_{\rm MP2}-D_{\rm UHF}=E_2(\mathrm{AlH_2})-E_2(\mathrm{AlH_3})$$

$$=-0.061810+0.084961=0.023151\ \text{hartree},$$

or 60.8 kJ/mol. Hence

$$D_{\rm MP2}=285.2+60.8=346.0\ \text{kJ/mol}=3.59\ \text{eV}.$$

Correlation strengthens the bond, but $E_2\le0$ does not require this. $\Delta$ is a difference of two negative numbers, and it is positive because the molecule has more correlation energy than the fragments.

UHF already supplies $285.2/346.0=82\,\%$ of the MP2 value. The bond exists in the mean field, and correlation deepens it. The choice of geometry plays no visible part: with both species at their UHF minima, $D_{\rm UHF}$ is again 285.2 kJ/mol.

## (d) Dividing the correlation energy among bonds

*The canonical orbitals extend over the whole molecule. Show that $E_2$ can be divided into contributions of localized orbitals without changing its value, and write $\Delta$ in terms of them.*

**Model answer.** Define the amplitudes and the pair energies

$$t_{ij}^{ab}=\frac{\langle ij||ab\rangle}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b},\qquad
e_{ij}=\sum_{a<b}t_{ij}^{ab}\langle ij||ab\rangle .$$

Since $e_{ij}=e_{ji}$ and $e_{ii}=0$, $E_2=\tfrac12\sum_{ij}e_{ij}$. Now form localized orbitals $k=\sum_i U_{ik}\,i$ with a real orthogonal matrix $U$ that does not mix spins. Integrals and amplitudes are rotated in the same way:

$$\langle kl||ab\rangle=\sum_{ij}U_{ik}U_{jl}\langle ij||ab\rangle,\qquad
t_{kl}^{ab}=\sum_{ij}U_{ik}U_{jl}\,t_{ij}^{ab}.$$

In the sum over $k$ and $l$ of their product, orthogonality gives $\sum_kU_{ik}U_{i'k}=\delta_{ii'}$, and likewise for $l$. Therefore

$$\tfrac12\sum_{kl}\sum_{a<b}t_{kl}^{ab}\langle kl||ab\rangle
=\tfrac12\sum_{ij}\sum_{a<b}t_{ij}^{ab}\langle ij||ab\rangle=E_2 .$$

The amplitudes must be formed with canonical orbitals and then rotated. Putting diagonal Fock elements of localized orbitals into the denominator would neglect the off-diagonal ones and change the energy.

The matrix $U$ is chosen to maximize $\sum_k|\langle k|\mathbf r|k\rangle|^2$ for each spin, which drives the orbital centres apart. In AlH3 this gives three equivalent bonds, each with one orbital per spin. In AlH2 it gives two bonds and one orbital for the unpaired electron.

Let $p_3$ and $p_2$ be the pair energy of the two electrons inside one bond of AlH3 and of AlH2. Let $W_3$ and $W_2$ be the sums over all other pairs of valence electrons. Then

$$E_2(\mathrm{AlH_3})=3p_3+W_3,\qquad E_2(\mathrm{AlH_2})=2p_2+W_2,$$

and, writing $-3p_3=-p_3-2p_3$,

$$\Delta=2p_2+W_2-3p_3-W_3=\underbrace{-p_3}_{\text{broken pair}}+\underbrace{2(p_2-p_3)}_{\text{surviving bonds}}+\underbrace{(W_2-W_3)}_{\text{between orbitals}} .$$

The total is independent of $U$; the three parts are not, and they refer to this localization.

## (e) The origin of the strengthening

*The pair energies in kJ/mol are $p_3=-65.1$, $p_2=-63.8$, $W_3=-27.8$ and $W_2=-34.6$. Of $W_2$, $-24.8$ involves the unpaired electron. Evaluate the three parts of $\Delta$ and interpret them.*

**Model answer.** The parts are

- broken pair: $+65.1$ kJ/mol;
- surviving bonds: $2(-63.8+65.1)=+2.6$, or $+2.5$ kJ/mol before rounding of the inputs;
- between orbitals: $-34.6+27.8=-6.8$ kJ/mol.

Their sum is $65.1+2.5-6.8=60.8$ kJ/mol, as in (c). The broken pair gives 107 % of $\Delta$, and the other two parts together take back 7 %.

The physical reason lies in what a determinant leaves out. For two electrons of opposite spin in one bond orbital $\phi$, it gives the joint density $|\phi(\mathbf r_1)|^2|\phi(\mathbf r_2)|^2$. Each electron is distributed without regard to where the other one is, although they share the same region. UHF thus overestimates their repulsion, and the double excitations let them avoid each other. Once the bond is broken, the two electrons are on different fragments and this correction is gone. UHF therefore places the molecule too high relative to its fragments, and its $D$ is too small.

The negative third part means that AlH2 has more correlation between different orbitals than AlH3, although it has fewer electrons. In AlH3 the two electrons of the bond to be broken form eight pairs with the four electrons of the other bonds. At $-27.8/3=-9.3$ kJ/mol for each pair of bonds, these contribute about $-18.5$ kJ/mol. In AlH2 the unpaired electron forms only four such pairs, yet they contribute $-24.8$ kJ/mol. The decomposition shows this difference but does not explain it.

## (f) A control reaction

*If the loss of a pair is the main cause, correlation should matter much less when one pair is broken and another is formed. Examine*

$$\mathrm{AlH_3+H\rightarrow AlH_2+H_2}.$$

*For H2, $D_{\rm UHF}=349.0$ kJ/mol and $E_2=-72.8$ kJ/mol.*

**Model answer.** Adding and subtracting $E(\mathrm H)$ gives the reaction energy

$$E(\mathrm{AlH_2})+E(\mathrm{H_2})-E(\mathrm{AlH_3})-E(\mathrm H)$$

$$=[E(\mathrm{AlH_2})+E(\mathrm H)-E(\mathrm{AlH_3})]-[2E(\mathrm H)-E(\mathrm{H_2})]=D(\mathrm{AlH_3})-D(\mathrm{H_2}).$$

In UHF this is $285.2-349.0=-63.8$ kJ/mol. The correlation part is $60.8-72.8=-12.0$, or $-12.1$ kJ/mol before rounding, and the MP2 reaction energy is $-75.9$ kJ/mol.

The correlation part has shrunk to one fifth of $\Delta$ in magnitude, as the explanation requires. It does not vanish, because pairs are not interchangeable. In MP2, the pair in H2 has 7.7 kJ/mol more correlation energy than the pair in an Al-H bond of AlH3. The remaining $-4.3$ kJ/mol is the sum of the last two parts in (e).

## (g) Limits of the result

*What does MP2 leave out at equilibrium? What happens to the formula in (b) when a bond is stretched? Use H2 with one orbital per atom for the second question.*

**Model answer.** For H2 the full correlation energy in this basis can be computed; it is −0.035696 hartree. MP2 finds $0.027745/0.035696=77.7\,\%$ of it and misses $72.8/0.777-72.8\approx 21$ kJ/mol. If the pair in an Al-H bond behaved in the same way, MP2 would miss $65.1/0.777-65.1\approx19$ kJ/mol there. This figure refers to the pair alone and is not a correction to be added to $D$. CCSD(T) in the same basis gives $D\approx359$ kJ/mol, about 13 kJ/mol above the MP2 value. The finite basis and the neglect of core correlation and relativity add further errors. The value 346 kJ/mol is therefore a result of this level of theory, and its last digits serve to close the energy balance.

For the stretched bond, let $h_A$ and $h_B$ be the atomic orbitals, $\epsilon$ their one-electron energy and $J$ the repulsion of two electrons on the same atom. At large separation overlap and repulsion between the atoms vanish. The restricted orbitals are $g,u=(h_A\pm h_B)/\sqrt2$, so that

$$g^2=u^2=\tfrac12(h_A^2+h_B^2),\qquad gu=\tfrac12(h_A^2-h_B^2).$$

The Coulomb integrals $J_{gg}$ and $J_{gu}$ and the exchange integral $K_{gu}$ each contain two one-centre terms with the factor $\tfrac14$, so all three equal $J/2$. With $g$ doubly occupied,

$$\varepsilon_g=\epsilon+J_{gg}=\epsilon+\tfrac J2,\qquad
\varepsilon_u=\epsilon+2J_{gu}-K_{gu}=\epsilon+\tfrac J2 .$$

The gap closes, while the matrix element for $g^2\to u^2$ stays at $K_{gu}=J/2$. Hence

$$E_2=-\frac{K_{gu}^2}{2(\varepsilon_u-\varepsilon_g)}\rightarrow-\infty .$$

Restricted MP2 thus fails at dissociation.

In the unrestricted solution the spin-up electron is in $h_A$ and the spin-down electron in $h_B$. The level of $h_A$ for spin up is $\epsilon$. That of $h_B$ is $\epsilon+J$, because a spin-up electron there would meet the spin-down one. The gap stays at $J$. The one double excitation exchanges the two sites, and its matrix element contains the product $h_Ah_B$, which vanishes. So $E_2\to0$, the correct value for two separate one-electron atoms.

This supports the use of unrestricted MP2 for the two ends of the dissociation, which are all that $D$ needs. It does not guarantee a good curve in between, where the determinant mixes singlet and triplet while their energies still differ.

The pair argument is also tied to homolytic breaking. If AlH3 separates into $\mathrm{AlH_2^+}$ and $\mathrm{H^-}$, the pair survives on hydrogen, and counting pairs gives no reason to expect a contribution as large as $\Delta$.

The remaining computed values are in the numerical output below.

## Table of computed values

```
basis: def2-TZVP
AlH3 bond length, MP2: 1.5774 angstrom
AlH3 bond length, UHF: 1.5781 angstrom
AlH2 bond length, MP2: 1.5893 angstrom
AlH2 bond length, UHF: 1.5893 angstrom
AlH2 angle, MP2: 118.56 degree
AlH2 angle, UHF: 118.39 degree
H2 bond length, MP2: 0.7379 angstrom
AlH3 UHF energy: -243.641318 hartree
AlH2 UHF energy: -243.032884 hartree
H UHF energy: -0.499810 hartree
H2 UHF energy: -1.132553 hartree
AlH3 correlation energy E2: -0.084961 hartree
AlH2 correlation energy E2: -0.061810 hartree
H2 correlation energy E2: -0.027745 hartree
H2 E2 from second derivative: -0.027745 hartree
H2 full correlation energy in basis: -0.035696 hartree
H2 share of correlation found by MP2: 77.7 %
AlH2 spin expectation <S^2>: 0.7539 (hbar^2)
distance of H in separated system: 20.0 angstrom
separated minus fragments, UHF: -4.2e-12 hartree
separated minus fragments, MP2: -2.0e-09 hartree
D(UHF) at MP2 geometries: 285.2 kJ/mol
D(MP2) at MP2 geometries: 346.0 kJ/mol
D(UHF) in eV: 2.956 eV
D(MP2) in eV: 3.586 eV
D(UHF) at UHF minima: 285.2 kJ/mol
correlation gain D(MP2)-D(UHF): 60.8 kJ/mol
p3, inside one AlH3 bond: -65.1 kJ/mol
p2, inside one AlH2 bond: -63.8 kJ/mol
W3, between orbitals in AlH3: -27.8 kJ/mol
W2, between orbitals in AlH2: -34.6 kJ/mol
part of W2 with unpaired electron: -24.8 kJ/mol
part of W2 between the two bonds: -9.8 kJ/mol
W3 per pair of bonds: -9.3 kJ/mol
ledger: broken pair: 65.1 kJ/mol
ledger: surviving pairs: 2.5 kJ/mol
ledger: between orbitals: -6.8 kJ/mol
broken pair / correlation gain: 107.1 %
H2 dissociation energy, UHF: 349.0 kJ/mol
H2 correlation gain: 72.8 kJ/mol
control reaction energy, UHF: -63.8 kJ/mol
control reaction energy, MP2: -75.9 kJ/mol
control reaction, correlation part: -12.1 kJ/mol
```
